# Occupation of a Broadened Alkali Level Above the Fermi Energy

## Problem

An alkali atom is adsorbed on a metal. In the Gurney picture its valence s level, sharp in the free atom, is broadened because an electron can tunnel between the atom and the metal. The centre of the level lies $\varepsilon_a=1$ eV above the Fermi energy, and the level has a Lorentzian profile whose half-width at half-maximum is $\Delta=0.5$ eV.

(a) Derive the Lorentzian density of states from a one-electron model, and state when it holds.

(b) Find the occupation $n$ of the level per spin at zero temperature, and the charge on the adsorbate.

(c) Examine the limits of the formula and the sensitivity of $n$ to the position of the level.

(d) Estimate how $n$ changes when the metal band has a finite width, when the temperature is 300 K or 900 K, and when electrons of opposite spin repel each other on the atom with $U=2$ eV.

(e) Set the parameters beside the case of caesium on niobium.

Energies are measured from the Fermi energy, so $E_F=0$.

## Solution

### (a) From the coupling to the density of states

For one spin, let $|a\rangle$ be the atomic s orbital and $|k\rangle$ the metal states, all taken as orthonormal. The Hamiltonian is

$$
H=\varepsilon_a|a\rangle\langle a|+\sum_k\varepsilon_k|k\rangle\langle k|+\sum_k\left(V_k|a\rangle\langle k|+V_k^*|k\rangle\langle a|\right).
$$

Here $\varepsilon_a$ is an effective level: it already contains the average repulsion from the electron of the other spin. Part (d) returns to this point.

If $|m\rangle$ are the eigenstates of $H$ with energies $E_m$, the density of states projected on the atom is

$$
\rho(\varepsilon)=\sum_m|\langle a|m\rangle|^2\,\delta(\varepsilon-E_m).
$$

It follows from the Green function $G(\varepsilon)=\langle a|(\varepsilon+i0-H)^{-1}|a\rangle$. Inserting the eigenstates gives $G=\sum_m|\langle a|m\rangle|^2/(\varepsilon-E_m+i0)$. Since $1/(x+i0)=\mathcal P(1/x)-i\pi\delta(x)$, we have $\rho=-\mathrm{Im}\,G/\pi$.

To find $G$, write $z=\varepsilon+i0$ and let $|u\rangle$ solve $(z-H)|u\rangle=|a\rangle$. Then $G=\langle a|u\rangle=u_a$. Projecting the equation on $|k\rangle$ and on $|a\rangle$ gives

$$
(z-\varepsilon_k)u_k-V_k^*u_a=0,\qquad (z-\varepsilon_a)u_a-\sum_kV_ku_k=1 .
$$

The first equation yields $u_k=V_k^*u_a/(z-\varepsilon_k)$. Putting this into the second,

$$
G(\varepsilon)=\frac{1}{\varepsilon-\varepsilon_a-\Sigma(\varepsilon)},\qquad
\Sigma(\varepsilon)=\sum_k\frac{|V_k|^2}{\varepsilon-\varepsilon_k+i0}=\Lambda(\varepsilon)-i\Delta(\varepsilon),
$$

with

$$
\Delta(\varepsilon)=\pi\sum_k|V_k|^2\delta(\varepsilon-\varepsilon_k),\qquad
\Lambda(\varepsilon)=\frac1\pi\,\mathcal P\!\!\int\frac{\Delta(\varepsilon')}{\varepsilon-\varepsilon'}\,d\varepsilon' .
$$

The coupling therefore does two things: $\Delta$ broadens the level and $\Lambda$ shifts it.

Take a flat band, with $\Delta(\varepsilon)=\Delta$ for $|\varepsilon|<D$ and zero outside. An antiderivative of $1/(\varepsilon-\varepsilon')$ with respect to $\varepsilon'$ is $-\ln|\varepsilon-\varepsilon'|$, so

$$
\Lambda(\varepsilon)=\frac{\Delta}{\pi}\ln\left|\frac{\varepsilon+D}{\varepsilon-D}\right|\simeq\frac{2\Delta\,\varepsilon}{\pi D}\qquad(|\varepsilon|\ll D).
$$

At fixed $\varepsilon$ the shift vanishes as $D\to\infty$. In this wide-band limit $G=1/(\varepsilon-\varepsilon_a+i\Delta)$. Multiplying numerator and denominator by $\varepsilon-\varepsilon_a-i\Delta$ gives $\mathrm{Im}\,G=-\Delta/[(\varepsilon-\varepsilon_a)^2+\Delta^2]$, and hence

$$
\boxed{\rho(\varepsilon)=\frac{1}{\pi}\,\frac{\Delta}{(\varepsilon-\varepsilon_a)^2+\Delta^2}}
$$

The density falls to half its peak value at $\varepsilon=\varepsilon_a\pm\Delta$, which confirms that $\Delta$ is the half-width and $2\Delta$ the full width. The Lorentzian requires a coupling that varies little over the energies that matter, and band edges far from both the level and the Fermi energy compared with $\Delta$. If the filled tail of a level above $E_F$ is to be right as well, the bottom of the band must lie much further below $E_F$ than the level lies above it.

### (b) Filling the level

At zero temperature every eigenstate below $E_F=0$ is occupied. The occupation of the atomic orbital is the weight that these states have on it:

$$
n=\int_{-\infty}^{0}\rho(\varepsilon)\,d\varepsilon .
$$

Substitute $x=(\varepsilon-\varepsilon_a)/\Delta$, so that $d\varepsilon=\Delta\,dx$ and the upper limit becomes $-\varepsilon_a/\Delta$:

$$
n=\frac1\pi\int_{-\infty}^{-\varepsilon_a/\Delta}\frac{dx}{1+x^2}
=\frac1\pi\left[\arctan\!\left(-\frac{\varepsilon_a}{\Delta}\right)+\frac{\pi}{2}\right].
$$

The arctangent is odd, so

$$
\boxed{n=\frac12-\frac1\pi\arctan\frac{\varepsilon_a}{\Delta}}
$$

For the given level, $\varepsilon_a/\Delta=1/0.5=2$ and $\arctan 2=1.1071$ rad. Therefore

$$
n=0.5-\frac{1.1071}{\pi}=0.148\approx0.15 .
$$

The angle must be in radians. The width must also be the half-width: if 0.5 eV were the full width, $\Delta$ would be 0.25 eV, the ratio would be 4, and $n$ would be 0.078.

Both spins together hold $2n=0.295$ electrons. The neutral alkali atom has one valence electron, so the model charge is

$$
q=(1-2n)e=+0.705\,e .
$$

The adsorbate is mostly, but not completely, ionized. This charge counts electrons in one atomic orbital. It is not the full redistribution of charge at the surface, which also includes the screening charge in the metal and the polarization of the ion core.

The partial occupation is not thermal. The centre of the level is above the Fermi energy, but the coupled system has no eigenstate that belongs to the atom alone. Metal-like states below $E_F$ extend onto the atom with small amplitudes, and the sum of their weights is $n$.

### (c) Limits and sensitivity

For $\varepsilon_a>0$ the identity $\pi/2-\arctan y=\arctan(1/y)$ turns the result into

$$
n=\frac1\pi\arctan\frac{\Delta}{\varepsilon_a}\simeq\frac{\Delta}{\pi\varepsilon_a}\qquad(\varepsilon_a\gg\Delta).
$$

In the wide-band limit a high level empties slowly, as the inverse of its energy, because a Lorentzian has long tails. In a real band this holds only while $\varepsilon_a\ll D$. For a level at 5 eV and a flat band with $D=10$ eV, the formula gives 0.032 but the band gives 0.022. For the present numbers the estimate gives 0.159, about 8% above the full formula, so the level is already near this regime.

At $\varepsilon_a=0$ half of the symmetric profile is filled and $n=1/2$. For a level below the Fermi energy, the oddness of the arctangent gives $n(-\varepsilon_a)=1-n(\varepsilon_a)$. A level 1 eV below $E_F$ with the same width therefore has $n=0.852$, and $n\to1$ as it sinks further. If instead $\Delta\to0$ at fixed positive $\varepsilon_a$, the level becomes sharp and empty.

The sensitivity to the level position at fixed $\Delta$ follows by differentiation:

$$
\frac{dn}{d\varepsilon_a}=-\frac1\pi\,\frac{1/\Delta}{1+\varepsilon_a^2/\Delta^2}
=-\frac1\pi\,\frac{\Delta}{\varepsilon_a^2+\Delta^2}=-\rho(0).
$$

Raising the level moves the profile rigidly upwards, and the part that crosses the Fermi energy is lost from the filled side. Here

$$
\rho(0)=\frac{0.5}{\pi(1+0.25)}=0.127\ \text{eV}^{-1}
$$

per spin. To first order, a rise of 0.1 eV lowers $n$ by 0.013.

### (d) What the simple formula leaves out

**Finite band.** Let the flat band end at $\pm D$. The filled weight within the band is

$$
n_D=\int_{-D}^{0}\frac{\Delta/\pi}{[\varepsilon-\varepsilon_a-\Lambda(\varepsilon)]^2+\Delta^2}\,d\varepsilon ,
$$

with the logarithmic $\Lambda$ of part (a). There is also a bound state just below the band, at $\varepsilon=-D-\delta$. Outside the band $G$ has a pole where $\varepsilon-\varepsilon_a=\Lambda(\varepsilon)$, which for small $\delta$ reads

$$
-(D+\varepsilon_a)\simeq\frac{\Delta}{\pi}\ln\frac{\delta}{2D},\qquad
\delta\simeq2D\,e^{-\pi(D+\varepsilon_a)/\Delta}.
$$

Its weight on the atom is the residue $1/(1-d\Lambda/d\varepsilon)\simeq\pi\delta/\Delta$. With $D=5$ eV the exponential is $e^{-12\pi}$, so this state can be ignored.

Numerical quadrature of $n_D$, with $\varepsilon_a$ and $\Delta$ held fixed, gives

- $n_D=0.129$ for $D=5$ eV, a change of $-0.019$ from the wide-band value;
- $n_D=0.142$ for $D=20$ eV, a change of $-0.005$.

Two effects compete. The band edge removes the part of the Lorentzian tail below $-D$, which lowers $n$. For $\varepsilon<0$ the shift $\Lambda$ is negative, which brings the shifted level closer to the filled states and raises their weight on the atom, except in an exponentially narrow region at the band edge. The net decrease shows that the loss of the tail is the larger effect in these two cases.

**Temperature.** Let $f(\varepsilon)=1/(e^{\varepsilon/k_BT}+1)$, with the chemical potential kept at zero. Heating adds electrons above $E_F$ and removes them below it. Because $1-f(-x)=f(x)$,

$$
n(T)-n(0)=\int_0^\infty[\rho(x)-\rho(-x)]\,f(x)\,dx .
$$

When $k_BT$ is small compared with the distance over which $\rho$ varies, $\rho(x)-\rho(-x)\simeq2x\rho'(0)$. With $\int_0^\infty x f(x)\,dx=\pi^2(k_BT)^2/12$,

$$
n(T)-n(0)\simeq\frac{\pi^2}{6}(k_BT)^2\rho'(0),\qquad
\rho'(0)=\frac{2\Delta\varepsilon_a}{\pi(\varepsilon_a^2+\Delta^2)^2}.
$$

The slope is positive because the density rises towards the level, so heating increases $n$. At 900 K, $k_BT=0.0776$ eV and

$$
n(T)-n(0)\simeq\frac{\pi^2}{6}(0.0776)^2\,\frac{2(0.5)(1)}{\pi(1.25)^2}=0.0020 .
$$

Numerical integration without the expansion gives 0.0021. At 300 K the change is 0.0002. The zero-temperature formula is therefore adequate at both temperatures, provided that the level and its width do not themselves change.

**Repulsion in mean field.** Two electrons on the atom cost an energy $U$. In the mean-field approximation each electron sees the average occupation of the other spin. With equal occupations for both spins,

$$
\varepsilon_a=\varepsilon_0+Un,
$$

where $\varepsilon_0$ is the bare level, the energy at which the first electron enters the empty orbital. If the stated 1 eV is the effective level, as assumed so far, then $n=0.148$ stands and the bare level is $\varepsilon_0=1-2(0.1476)=0.705$ eV.

If 1 eV is instead the bare level, $n$ must satisfy

$$
n=\frac12-\frac1\pi\arctan\frac{1+2n}{0.5},
$$

with energies in eV. The left side rises with $n$ and the right side falls, so there is one solution. Solving numerically gives $n=0.122$ and an effective level of 1.24 eV. A value quoted for "the level" therefore needs a statement of which level is meant.

**Correlation beyond mean field.** Electrons of opposite spin can also avoid each other, which an average does not describe. A small cluster gives the size of this effect. The flat band with $D=5$ eV is replaced by a few discrete levels, as follows. Set $\varepsilon=s\sinh u$ with $s=0.5$ eV, and divide the band into intervals of equal length in $u$. Each interval, of energy width $w$, is represented by one level at its midpoint in $u$, with coupling $V^2=\Delta w/\pi$. This keeps the coupling strength of the band and places more levels near $E_F$. The bare atomic level is 0.705 eV, $U$ is 2 eV, and the number of electrons of each spin is half the number of metal levels.

Diagonalizing the Hamiltonian of all electrons in the cluster, and solving the mean-field equation for the same cluster, gives

- with 6 metal levels, $n=0.137$ against 0.128 in mean field;
- with 8 metal levels, $n=0.137$ against 0.129 in mean field.

At this fixed bare level, correlation raises $n$ by 0.008 to 0.009 in these two clusters. The result also depends on how the levels are spaced: with ten metal levels, changing $s$ from 0.5 eV to 0.2 or 1.5 eV moves this rise by about 0.001, and $n$ itself by up to 0.007. The rise also grows slowly with the number of levels: a coupled-cluster (CCSD) calculation, which reproduces the eight-level result, gives about 0.010 with 24 metal levels. The small clusters therefore do not give a converged correction for a metal, but they indicate its magnitude, about 0.01, for $U=2$ eV.

### (e) Caesium on niobium

Caesium on niobium is of interest for the collectors of thermionic converters. Rough values are a work function $\phi\approx4.3$ eV for polycrystalline niobium and an ionization energy $I\approx3.9$ eV for caesium. The work function of single-crystal faces ranges from roughly 4.0 to 4.9 eV, which moves every level position estimated below by about $-0.3$ to $+0.6$ eV. Far from the surface the Fermi energy lies $\phi$ below the vacuum level and the atomic level lies $I$ below it, so the atomic level is at $\phi-I=0.4$ eV above $E_F$.

Near the surface the ion is stabilized by its image charge. An ion at distance $z$ from the image plane is attracted by an opposite charge at distance $2z$, and the work needed to remove it is

$$
\int_z^\infty\frac{e^2}{4\pi\epsilon_0(2z')^2}\,dz'=\frac{e^2}{16\pi\epsilon_0z}.
$$

The neutral atom has no such energy in this estimate. Ionization therefore becomes cheaper by this amount, and the level rises by the same amount. At a rough distance $z=0.3$ nm the shift is 1.2 eV, which puts the level at

$$
0.4+1.2=1.6\ \text{eV}
$$

above $E_F$. The classical image law is doubtful so close to a surface, so this is a guide to the regime and not a computed level of the real system. The given 1 eV lies between the distant value and the image estimate. The half-width of 0.5 eV is likewise a chosen parameter, and so is $U=2$ eV. For free caesium the ionization energy minus the electron affinity is about 3.4 eV. The image term raises the first level and lowers the second by the same amount, so at 0.3 nm the same crude estimate gives $U\approx3.4-2(1.2)=1$ eV. The ionization energy fixes the energy at which the first electron enters the empty orbital, so both estimates refer to the bare level of part (d), and repulsion on the atom would raise the effective level further. If that rise is neglected and 1.6 eV is used as the effective level with $\Delta$ unchanged, $n$ falls from 0.148 to 0.096. This change is larger than each of those found in part (d). The width matters as well: as part (b) showed, halving $\Delta$ at the stated level gives $n=0.078$.

The model also treats a single adsorbed atom, whereas a collector surface carries many. Consider a neighbour at lateral distance $R$ with positive charge $q$ at height $z$, and its image $-q$ at depth $z$. At the site of our atom, also at height $z$, they produce the potential

$$
\frac{q}{4\pi\epsilon_0}\left(\frac1R-\frac{1}{\sqrt{R^2+4z^2}}\right)>0 .
$$

A positive potential lowers the energy of an electron, so neighbours pull the level down and increase its occupation. By the slope found in part (c), each 0.1 eV by which the effective level falls adds about 0.013 to $n$ near the stated level, at fixed width. The neighbours act on the bare level, however, and repulsion from the added charge opposes part of the shift. Differentiating the mean-field equation gives $dn/d\varepsilon_0=-\rho(0)/[1+U\rho(0)]$. With $U=2$ eV and the effective level at 1 eV, lowering the bare level by 0.1 eV therefore adds about 0.010 to first order. The atoms thus become less strongly ionized as the coverage grows, within this electrostatic picture. The linear estimate applies only to very dilute layers. Summing the potential above over a triangular layer with $z=0.3$ nm and $q=0.705\,e$ lowers the bare level by about 0.24 eV at a spacing of 2 nm and by about 1.8 eV at 1 nm. Letting $q=(1-2n)e$ adjust self-consistently, with bare level 0.705 eV, $U=2$ eV and fixed width, gives $n\approx0.17$ and $n\approx0.31$ at these spacings. Point charges and a fixed width are crude for a dense layer, but the size of the effect is clear.

For the isolated atom with the stated effective level and half-width, the answer is $n\approx0.15$ per spin, or a charge of about $+0.7\,e$. For a single atom on a real surface the changes found above reach several hundredths in $n$, so even the second decimal is uncertain. At the dense coverage of a working collector the neighbours change $n$ by tenths, and the single-atom value does not apply.
